# Rotation of the polarization vector in Mott scattering: S, T, U

An electron with wave vector $\mathbf k$ scatters elastically through an angle $\theta$ into $\mathbf k'$, with $|\mathbf k'|=|\mathbf k|=k$. The target has no spin, is left in its initial state, and interacts in a way that respects rotations and parity. Its recoil is neglected, and the potential falls off fast enough for ordinary spherical waves to hold at large distance. Hartree atomic units are used. The kinetic energy is $E$, and $W=E+c^2$ is the total energy. For $0<\theta<\pi$ the normal to the scattering plane is

$$\mathbf n=\frac{\mathbf k\times\mathbf k'}{|\mathbf k\times\mathbf k'|}.$$

The polarization $\mathbf P$ is the mean of $\boldsymbol\sigma$ in the rest frame reached from the laboratory by a pure boost. Its components refer to axes that do not turn with the electron.

## (a) The spin amplitude

**Show that a two-component spinor carries the polarization, and find the most general $2\times2$ matrix that describes the scattering.**

**Solution.** For upper and lower spinors $\chi$ and $\chi_s$, the lower line of the free Dirac equation reads $(W+c^2)\chi_s=c\,\boldsymbol\sigma\cdot\mathbf k\,\chi$. Hence

$$u=\begin{pmatrix}\chi\\ \eta\,\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi\end{pmatrix},\qquad \eta=\frac{ck}{W+c^2}.$$

The boost to rest is $\cosh(\zeta/2)-\boldsymbol\alpha\cdot\hat{\mathbf k}\,\sinh(\zeta/2)$, with $\cosh\zeta=W/c^2$ and $\sinh\zeta=k/c$. Therefore $\tanh(\zeta/2)=\sinh\zeta/(1+\cosh\zeta)=\eta$. The boosted lower part is proportional to $(\eta-\eta)\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi=0$, and the upper part to $(1-\eta^2)\chi$. So $\chi$ is the rest-frame spinor up to a factor.

The flux is $c\,u^\dagger\boldsymbol\alpha u=2c\eta\,\hat{\mathbf k}\,\chi^\dagger\chi$, because $\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}$. The factor $2c\eta$ is the same before and after an elastic collision. If the upper components behave as $\chi e^{i\mathbf k\cdot\mathbf r}+F\chi\,e^{ikr}/r$, the cross section is $|F\chi|^2/|\chi|^2$.

Any $2\times2$ matrix has the form $F=a+\mathbf b\cdot\boldsymbol\sigma$. Since $\boldsymbol\sigma$ is an axial vector, $\mathbf b$ must be axial too. The vectors $\mathbf k$ and $\mathbf k'$ are polar, and no pseudoscalar can be formed from these two alone. This leaves $\mathbf b$ parallel to $\mathbf k\times\mathbf k'$:

$$F=f+h\,\sigma_n,\qquad \sigma_n=\boldsymbol\sigma\cdot\mathbf n.$$

Take $z$ along $\mathbf k$ and let $\mathbf k'$ have azimuth $\varphi$. Then $\mathbf n=(-\sin\varphi,\cos\varphi,0)$ and

$$\sigma_n=\begin{pmatrix}0&-ie^{-i\varphi}\\ ie^{i\varphi}&0\end{pmatrix}.$$

Define the amplitude from spin up to spin down as $g e^{i\varphi}$. Then $ih=g$, so $h=-ig$ and

$$F=f-ig\,\sigma_n .$$

The amplitude from down to up is $-ge^{-i\varphi}$.

## (b) Amplitudes from phase shifts

**Express $f$ and $g$ through the phase shifts $\delta_l^\pm$ of the channels $j=l\pm\tfrac12$ of a central potential.**

**Solution.** Here $l$ is the orbital number of the upper component, and it is fixed by $j$ and parity. In the plane-wave expansion $\sum_l(2l+1)i^lj_l(kr)P_l(\cos\theta)\chi$, the outgoing part of $i^lj_l$ is $e^{ikr}/(2ikr)$ at large $r$. The potential multiplies it by $e^{2i\delta}$ in each $j$ channel. With projectors $\Pi_\pm$ onto $j=l\pm\frac12$,

$$F=\frac1{2ik}\sum_l(2l+1)\left[(e^{2i\delta_l^+}-1)\Pi_++(e^{2i\delta_l^-}-1)\Pi_-\right]P_l .$$

The operator $\mathbf L\cdot\boldsymbol\sigma$ equals $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$, so

$$\Pi_+=\frac{l+1+\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad \Pi_-=\frac{l-\mathbf L\cdot\boldsymbol\sigma}{2l+1}.$$

With $\mathbf L=-i\mathbf r\times\nabla$ and $\hat{\mathbf r}=\hat{\mathbf k}'$,

$$\mathbf L P_l=-i\,\hat{\mathbf k}'\times\hat{\mathbf k}\,P_l'(\cos\theta)=i\sin\theta\,P_l'(\cos\theta)\,\mathbf n ,$$

where the prime on $P_l$ means the derivative with respect to $\cos\theta$. The scalar terms give

$$f=\frac1{2ik}\sum_l\left[(l+1)(e^{2i\delta_l^+}-1)+l(e^{2i\delta_l^-}-1)\right]P_l .$$

The coefficient of $\sigma_n$ is $h=\frac{i}{2ik}\sum_l(e^{2i\delta_l^+}-e^{2i\delta_l^-})\sin\theta\,P_l'$. Since $g=ih$,

$$g=\frac1{2ik}\sum_{l\ge1}(e^{2i\delta_l^-}-e^{2i\delta_l^+})\sin\theta\,P_l' .$$

Spin flip thus needs a difference between the two phases of the same $l$, which is the effect of spin-orbit coupling. The factor $\sin\theta$ makes $g$ vanish in the forward and backward directions, provided the sum over $l$ converges there, as it does for a screened potential. A slowly falling tail can spoil this in the forward direction: for $V\sim r^{-n}$ with $1<n<3$ the Born amplitude of (f) behaves as $g\propto\theta^{\,n-2}$, which tends to zero only for $n>2$.

The phases follow from the radial Dirac equations for upper and lower functions $G$ and $Q$,

$$G'=-\frac{\kappa}{r}G+\frac{E-V+2c^2}{c}Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}G,$$

with $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The solution regular at the origin is matched outside the potential to $G\propto r[\cos\delta\,j_l(kr)-\sin\delta\,y_l(kr)]$ and its lower partner. This fixes $\delta$ modulo $\pi$, which suffices for $e^{2i\delta}$.

## (c) Cross section and final polarization

**For arbitrary initial $\mathbf P$, find the cross section and the final polarization $\mathbf P'$.**

**Solution.** The initial density matrix is $\rho=\frac12(1+\mathbf P\cdot\boldsymbol\sigma)$, and the unnormalized final one is $F\rho F^\dagger$. Write $P_n=\mathbf P\cdot\mathbf n$ and $\mathbf P_p=\mathbf P-P_n\mathbf n$. First,

$$FF^\dagger=|f|^2+|h|^2+2\,\mathrm{Re}(fh^*)\,\sigma_n .$$

The polarized term needs three products:

$$\sigma_n(\mathbf P\cdot\boldsymbol\sigma)=P_n+i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf P),$$

$$(\mathbf P\cdot\boldsymbol\sigma)\sigma_n=P_n-i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf P),$$

$$\sigma_n(\mathbf P\cdot\boldsymbol\sigma)\sigma_n=2P_n\sigma_n-\mathbf P\cdot\boldsymbol\sigma .$$

The last one follows by adding the first two and multiplying by $\sigma_n$ from the right. They give

$$F(\mathbf P\cdot\boldsymbol\sigma)F^\dagger=|f|^2\mathbf P\cdot\boldsymbol\sigma+|h|^2(2P_n\sigma_n-\mathbf P\cdot\boldsymbol\sigma)+2\,\mathrm{Re}(fh^*)P_n+i(hf^*-fh^*)\boldsymbol\sigma\cdot(\mathbf n\times\mathbf P).$$

The last coefficient is $i[-2i\,\mathrm{Im}(fh^*)]=2\,\mathrm{Im}(fh^*)$. Because $h^*=ig^*$, we have $fh^*=ifg^*$, so $\mathrm{Re}(fh^*)=-\mathrm{Im}(fg^*)$ and $\mathrm{Im}(fh^*)=\mathrm{Re}(fg^*)$. This suggests the definitions

$$I=|f|^2+|g|^2,\qquad S=\frac{i(fg^*-f^*g)}{I}=-\frac{2\,\mathrm{Im}(fg^*)}{I},$$

$$T=\frac{|f|^2-|g|^2}{I},\qquad U=\frac{fg^*+f^*g}{I}=\frac{2\,\mathrm{Re}(fg^*)}{I}.$$

Substituting $\mathbf P=P_n\mathbf n+\mathbf P_p$ in the first two terms gives

$$|f|^2\mathbf P+|g|^2(2P_n\mathbf n-\mathbf P)=I P_n\mathbf n+I T\,\mathbf P_p .$$

Collecting everything,

$$F\rho F^\dagger=\frac I2\left\{1+SP_n+\boldsymbol\sigma\cdot\left[(P_n+S)\mathbf n+T\mathbf P_p+U\,\mathbf n\times\mathbf P\right]\right\}.$$

The trace is the cross section, and the vector divided by the scalar part is the polarization:

$$\frac{d\sigma}{d\Omega}=I(1+SP_n),\qquad \mathbf P'=\frac{(P_n+S)\mathbf n+T\mathbf P_p+U\,\mathbf n\times\mathbf P}{1+SP_n}.$$

If $SP_n=-1$, no electrons arrive at this angle and $\mathbf P'$ is undefined.

## (d) Geometric meaning

**Separate the rotation of the polarization from the change of its length, and say how $S$, $T$ and $U$ can be measured.**

**Solution.** Define $\beta$ by $T=\sqrt{T^2+U^2}\cos\beta$ and $U=\sqrt{T^2+U^2}\sin\beta$, when $T$ and $U$ are not both zero. Since $\mathbf n\times\mathbf P=\mathbf n\times\mathbf P_p$, the in-plane part becomes

$$\mathbf P'_p=\frac{\sqrt{T^2+U^2}}{1+SP_n}\left(\cos\beta\,\mathbf P_p+\sin\beta\,\mathbf n\times\mathbf P_p\right).$$

It turns about $\mathbf n$ by $\beta$ and is rescaled. Positive $\beta$ has the same sense as the turn from $\mathbf k$ to $\mathbf k'$. The normal part does not turn, but changes to $(P_n+S)/(1+SP_n)$.

An unpolarized beam leaves with $\mathbf P'=S\mathbf n$. The same $S$ governs the analysis of a polarized beam: reversing $P_n$ at fixed angle changes the rate from $I(1+SP_n)$ to $I(1-SP_n)$, and the difference divided by the sum is $SP_n$. For a fully longitudinal beam, $\mathbf P=\hat{\mathbf k}$, the final components along $\mathbf n$, $\hat{\mathbf k}$ and $\mathbf n\times\hat{\mathbf k}$ are $S$, $T$ and $U$.

## (e) The sum of squares

**Prove that $S^2+T^2+U^2=1$, and find what the identity says about the purity of the spin state.**

**Solution.** The real and imaginary parts of $fg^*$ satisfy $[\mathrm{Re}(fg^*)]^2+[\mathrm{Im}(fg^*)]^2=|f|^2|g|^2$. Therefore

$$S^2+T^2+U^2=\frac{4|f|^2|g|^2+(|f|^2-|g|^2)^2}{I^2}=\frac{(|f|^2+|g|^2)^2}{I^2}=1 .$$

Real phase shifts were not used. The identity survives absorption into other channels as long as the observed elastic amplitude has the form found in (a).

Determinants show the physical content. From $\det(a+\mathbf b\cdot\boldsymbol\sigma)=a^2-\mathbf b\cdot\mathbf b$ one finds $\det\rho=(1-P^2)/4$ and $\det F=f^2-h^2=f^2+g^2$. With $fg^*=X+iY$,

$$|f^2+g^2|^2=|f|^4+|g|^4+2(X^2-Y^2)=I^2-4Y^2=I^2(1-S^2),$$

where $|f|^4+|g|^4=I^2-2(X^2+Y^2)$ was used. The final matrix is $I(1+SP_n)\rho'$, with $\rho'$ normalized. Taking its determinant gives

$$1-P'^2=\frac{(1-P^2)(1-S^2)}{(1+SP_n)^2}.$$

A pure spin state, $P=1$, stays pure whenever it is scattered at all. For a unit vector $\mathbf P$ in the scattering plane, $\mathbf P'=S\mathbf n+T\mathbf P+U\mathbf n\times\mathbf P$ has three orthogonal components and unit length. This is the identity again.

The four observables also fix both amplitudes up to a common phase:

$$|f|^2=\frac{I(1+T)}2,\qquad |g|^2=\frac{I(1-T)}2,\qquad fg^*=\frac{I(U-iS)}2 .$$

## (f) Weak scattering

**Find $S$ and the rotation angle $\beta$ in first Born order for a central potential, and examine low and high energy.**

**Solution.** With the free Hamiltonian $H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta_Dc^2$, where $\beta_D$ is the Dirac matrix,

$$(W-H_0)^{-1}=\frac{W+H_0}{W^2-H_0^2}=\frac{W+H_0}{c^2(k^2-p^2)} .$$

The outgoing kernel of $(k^2-p^2)^{-1}$ is $-e^{ikR}/(4\pi R)$. At large $r$ the first-order scattered wave is

$$-\frac{e^{ikr}}{4\pi c^2r}\left(W+c\,\boldsymbol\alpha\cdot\mathbf k'+\beta_Dc^2\right)\tilde V\,u,$$

where $\tilde V$ is the Fourier transform of $V$ at $\mathbf k'-\mathbf k$, real for a real central potential. Using $ck=\eta(W+c^2)$, the upper components give

$$F_B=N\left[1+\eta^2(\boldsymbol\sigma\cdot\hat{\mathbf k}')(\boldsymbol\sigma\cdot\hat{\mathbf k})\right],\qquad N=-\frac{(W+c^2)\tilde V}{4\pi c^2}.$$

The product of Pauli matrices is $\cos\theta+i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})=\cos\theta-i\sin\theta\,\sigma_n$. Thus $f=N(1+\eta^2\cos\theta)$ and $g=N\eta^2\sin\theta$. Both are real, so $S=0$. Moreover $T=(f^2-g^2)/(f^2+g^2)$ and $U=2fg/(f^2+g^2)$ are the cosine and sine of

$$\beta=2\arctan\frac{\eta^2\sin\theta}{1+\eta^2\cos\theta}.$$

In this order the spin turns without loss of length. At low energy $\eta\to0$ and $\beta\approx2\eta^2\sin\theta$: the momentum turns while the spin nearly keeps its direction. At high energy $\eta\to1$, the fraction tends to $\tan(\theta/2)$ and $\beta\to\theta$. A longitudinal spin then follows the momentum, which is helicity conservation.

For the weak screened potential $V=-(Z/r)e^{-r/a}$ with $Z=0.05$, $a=0.008$ bohr and $E=20000$ hartree, $\eta^2=0.347477$. At $\theta=60^\circ$ the fraction is $0.300924/1.173739=0.256381$, so $\beta=28.760^\circ$. The full Dirac phases give $28.761^\circ$ and $S=-3.6\times10^{-5}$. A sizable $S$ requires $f$ and $g$ to have different complex phases, and hence scattering beyond first order.

## (g) A strong potential

**Apply the result to $V=-(Z/r)e^{-r/a}$ with $Z=80$, $a=0.2$ bohr and $E=50$ hartree (1361 eV), at $\theta=97^\circ$, for $\mathbf P=(0.6,0.3,0.5)$. Take $z$ along $\mathbf k$ and $y$ along $\mathbf n$.**

**Solution.** This is a model potential, without exchange, target polarization or absorption. Its $p_{1/2}$ and $p_{3/2}$ phases are $1.0065$ and $0.6949$ rad modulo $\pi$, so spin-orbit coupling is strong. Summing the partial waves gives, in bohr,

$$f=-0.03504-0.05243i,\qquad g=-0.00424+0.03501i .$$

Hence $|f|^2=3.976\times10^{-3}$, $|g|^2=1.243\times10^{-3}$ and $I=5.220\times10^{-3}$ bohr²/sr. Also $fg^*=(-1.687+1.449i)\times10^{-3}$ bohr², so

$$S=-0.5552,\qquad T=0.5236,\qquad U=-0.6462 .$$

The squares are $0.3082+0.2742+0.4176=1.0000$. With $P_n=0.3$, the rate factor is $1-0.5552\times0.3=0.8334$, and the cross section is $4.350\times10^{-3}$ bohr²/sr. Since $\mathbf n\times\mathbf P=(0.5,0,-0.6)$,

$$P'_x=\frac{0.5236\times0.6-0.6462\times0.5}{0.8334}=-0.011,$$

$$P'_y=\frac{0.3-0.5552}{0.8334}=-0.306,\qquad P'_z=\frac{0.5236\times0.5+0.6462\times0.6}{0.8334}=0.779 .$$

The normal component has changed sign. The in-plane part has turned by $\beta=-51.0^\circ$, opposite to the momentum. First Born order gives a positive $\beta$ at every angle between $0$ and $\pi$, so it fails here even in sign. The length hardly changes, from $0.8367$ to $0.8374$, because $1-S^2=0.6918$ nearly equals $(1+SP_n)^2=0.6946$. This near balance belongs to the chosen $\mathbf P$. A separate sum over spinor spherical harmonics with the same phases, and with $\mathbf P'$ taken from density-matrix traces, gives the same vector.

The large $S$ and $U$ occur where direct scattering is weak. The formulas at the end of (e), applied to the tabulated values, give $|f|^2=0.069$, $0.0040$ and $0.163$ bohr²/sr at $60^\circ$, $97^\circ$ and $120^\circ$. The corresponding $|g|^2$ are $0.0005$, $0.0012$ and $0.0010$. Among these three angles the direct part varies by a factor of about 40 and the flip part by little more than 2, so the two are closest in size at $97^\circ$.

## (h) When the sum falls below one

**What happens to the identity for a detector of finite angular width, and for a target with an unobserved spin?**

**Solution.** Let the detector accept a range of $\theta$ and a fixed, narrow range of azimuth, so that all accepted electrons have nearly the same scattering plane. The observed parameters are averages of the unit vector $\mathbf s=(S,T,U)$ with normalized weights $w$ proportional to $I\sin\theta$. The triangle inequality gives

$$\left|\int w\,\mathbf s\,d\theta\right|\le\int w\,|\mathbf s|\,d\theta=1,$$

with equality only if $\mathbf s$ is constant wherever the weight is nonzero. For $97^\circ\pm10^\circ$ in the model of (g), the sum of squares drops to $0.832$. The window contains both signs of $S$, $+0.621$ at $90^\circ$ and $-0.555$ at $97^\circ$, which partly cancel and leave an average of $-0.118$. The weight contains $I$ and so favours angles where direct scattering is strong and $T$ is nearer 1. The averaged $T=0.878$ exceeds its values at these two angles, $0.782$ and $0.524$. With this averaged $T$, the inequality allows the averaged $S$ a size of at most $\sqrt{1-0.878^2}=0.48$; the actual size, $0.118$, is well below this limit, in part because of the cancellation of signs.

For a spin-$\frac12$ target, take the simple amplitude $1+b\,\boldsymbol\sigma\cdot\boldsymbol\tau$ in arbitrary units, with real $b$ and target Pauli matrices $\boldsymbol\tau$. If the target is initially unpolarized and its final spin is not observed, terms linear in $b$ vanish because $\mathrm{Tr}\,\tau_i=0$. Since $\frac12\mathrm{Tr}(\tau_i\tau_j)=\delta_{ij}$, the electron is left with

$$\tfrac12\left[1+\mathbf P\cdot\boldsymbol\sigma+b^2\sum_i\sigma_i(1+\mathbf P\cdot\boldsymbol\sigma)\sigma_i\right]=\tfrac12\left[1+3b^2+(1-b^2)\mathbf P\cdot\boldsymbol\sigma\right],$$

because $\sum_i\sigma_i\sigma_j\sigma_i=-\sigma_j$. Thus $\mathbf P'=\mathbf P(1-b^2)/(1+3b^2)$. For $b=0.3$ the factor is $0.91/1.27=0.7165$. A longitudinal beam then shows $S=U=0$ and $T=0.7165$, with a sum of squares of $0.513$. The normal component shrinks by the same factor, so the transformation law in (c) fails as well. The loss comes from spin exchange with the unobserved target. For an electron with spin up (first arrow), $\boldsymbol\sigma\cdot\boldsymbol\tau$ leaves $|{\uparrow\uparrow}\rangle$ unchanged and sends $|{\uparrow\downarrow}\rangle$ to $-|{\uparrow\downarrow}\rangle+2|{\downarrow\uparrow}\rangle$. The two equally likely target states therefore give $(1+b)|{\uparrow\uparrow}\rangle$ and $(1-b)|{\uparrow\downarrow}\rangle+2b|{\downarrow\uparrow}\rangle$. The electron flips with weight $4b^2$ out of $2+6b^2$, and the target leaves with polarization $2b(1+b)/(1+3b^2)$, which is $0.61$ for $b=0.3$. The numerical output below gives $T$ and the sum of squares to more digits.

## Calculated quantities

```
speed of light: 137.035999 a.u.
model charge Z: 80.0; screening length: 0.200 bohr
kinetic energy: 50.0 hartree = 1360.57 eV
wave number: 10.006654 1/bohr; highest l: 40
phase s1/2 (mod pi): -0.360507 rad
phase p1/2 (mod pi): 1.006547 rad
phase p3/2 (mod pi): 0.694859 rad
angle/deg  I/(bohr^2/sr)  S  T  U  S^2+T^2+U^2 (dimensionless)
 30 3.086428e-01 +0.003064 +0.999284 +0.037722 1.0000000000
 60 6.946710e-02 +0.057055 +0.984427 -0.166277 1.0000000000
 90 1.089230e-02 +0.621187 +0.781577 -0.057132 1.0000000000
120 1.637800e-01 -0.091272 +0.987744 -0.126611 1.0000000000
150 4.448209e-02 -0.169947 +0.982957 +0.070099 1.0000000000
chosen angle: 97 deg
f at chosen angle: -0.0350407 -0.0524260 i bohr
g at chosen angle: -0.0042408 +0.0350051 i bohr
I at chosen angle: 5.219676e-03 bohr^2/sr
S, T, U at chosen angle: -0.555179, +0.523594, -0.646239
S^2, T^2, U^2: 0.308224, 0.274151, 0.417625
in-plane rotation about n: -50.9850 deg
in-plane factor sqrt(T^2+U^2): 0.831731
axes: z along k, y along n, x = y cross z
initial P (x,y,z): 0.6000, 0.3000, 0.5000
final P (x,y,z): -0.010754, -0.306174, +0.779343
polarization size before, after: 0.836660, 0.837397
cross-section factor 1+S Pn: 0.833446
polarized cross section: 4.350319e-03 bohr^2/sr
angular average half-width: 10 deg; sum of squares: 0.832347
averaged S, T, U: -0.117561, +0.877552, -0.220065
spin-target exchange ratio: 0.30; T: 0.716535; sum: 0.513423
weak test: Z=0.050, a=0.0080 bohr, E=20000.0 hartree
weak test angle: 60.0 deg; eta^2: 0.347477
weak S, T, U: -3.571197e-05, +0.876632, +0.481162
weak rotation, full phases: 28.76130 deg
weak rotation, first Born: 28.75963 deg
high-energy Born rotation: 59.99338 deg
```
